# Potential Fluctuations from Random Charged Centres in an Amorphous Oxide: a numerical check

```python
"""
Result under test: independent singly charged centres with screened energy
v(r) = (A/r) exp(-r/lam) give the rms fluctuation
sigma = A sqrt(2 pi N lam), A = e^2/(4 pi eps0 eps_r).
N: total density of centres (nm^-3); lam: screening length (nm);
A: Coulomb strength (eV nm); kappa = 1/lam. Energies are in eV.
The program also sizes core, correlation, packet and screening effects.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfc

pi = np.pi
density_cm3 = 1e19
N = density_cm3 * 1e-21
eps_r = 10.0
lam = 3.0
kappa = 1 / lam
temperature = 300.0
freeze_temperature = 600.0
mass_ratio = 0.35
core = 0.3
A = const.e / (4 * pi * const.epsilon_0 * eps_r) * 1e9
kT = const.k * temperature / const.e
kT_freeze = const.k * freeze_temperature / const.e
hbar2_over_m = const.hbar**2 / (mass_ratio * const.m_e * const.e) * 1e18


def potential(r):
    return A * np.exp(-r / lam) / r


# The potential obeys the screened equation and has the correct point source.
h = 1e-3
for r in (0.7, 2.0, 6.0):
    second = ((r + h) * potential(r + h) - 2 * r * potential(r)
              + (r - h) * potential(r - h)) / h**2
    assert abs(second / (r * potential(r) / lam**2) - 1) < 1e-5
r = 1e-3
slope = (potential(r * 1.001) - potential(r * 0.999)) / (0.002 * r)
assert abs(-r**2 * slope / A - 1) < 1e-4

variance = 2 * pi * N * A**2 * lam
sigma = np.sqrt(variance)
direct = N * quad(lambda r: 4 * pi * r**2 * potential(r)**2,
                  0, np.inf, epsabs=1e-13)[0]
assert abs(direct / variance - 1) < 1e-7
assert abs(sigma - 0.063) < 0.001


def fourier_variance(k_ion=0.0, width=0.0):
    def integrand(q):
        structure = q**2 / (q**2 + k_ion**2) if k_ion else 1.0
        v_q = 4 * pi * A / (q**2 + kappa**2)
        return q**2 * v_q**2 * structure * np.exp(-(q * width)**2)
    return N / (2 * pi**2) * quad(integrand, 0, np.inf, epsabs=1e-12)[0]


assert abs(fourier_variance() / variance - 1) < 1e-6

# Random populations: radii follow the uniform three-dimensional density.
rng = np.random.default_rng(71)


def sample_populations(inner, batches=20, batch_size=2000):
    outer = 8 * lam
    expected = N * 4 * pi * (outer**3 - inner**3) / 3
    same, mixed = [], []
    for _ in range(batches):
        counts = rng.poisson(expected, batch_size)
        total = counts.sum()
        radii = np.cbrt(inner**3 + rng.random(total)
                        * (outer**3 - inner**3))
        energy = potential(radii)
        owner = np.repeat(np.arange(batch_size), counts)
        signs = 2 * rng.integers(0, 2, total) - 1
        same.append(np.bincount(owner, energy, minlength=batch_size))
        mixed.append(np.bincount(owner, energy * signs,
                                 minlength=batch_size))
    return np.concatenate(same), np.concatenate(mixed)


core_variance = variance * np.exp(-2 * core / lam)
same, mixed = sample_populations(core)
core_mean = 4 * pi * N * A * lam * (lam + core) * np.exp(-core / lam)
# Six percent is about four standard errors for these broad distributions.
assert abs(same.var() / core_variance - 1) < 0.06
assert abs(mixed.var() / core_variance - 1) < 0.06
assert abs(same.mean() / core_mean - 1) < 0.01
assert abs(mixed.mean()) < 5 * np.sqrt(core_variance / len(mixed))
mc_same, mc_mixed = same.std(), mixed.std()
core_quad = N * quad(lambda r: 4 * pi * r**2 * potential(r)**2,
                     core, np.inf, epsabs=1e-13)[0]
assert abs(core_quad / core_variance - 1) < 1e-7

_, point_mixed = sample_populations(0.0)
within_one = np.mean(abs(point_mixed) < sigma)
beyond_three = np.mean(abs(point_mixed) > 3 * sigma)
normal_one = 1 - erfc(1 / np.sqrt(2))
normal_three = erfc(3 / np.sqrt(2))
assert within_one > normal_one + 0.02
assert beyond_three > 2 * normal_three


def fourth_cumulant(inner):
    integral = quad(lambda t: np.exp(-t - 4 * np.exp(t) / lam),
                    np.log(inner), np.log(20 * lam))[0]
    return 4 * pi * N * A**4 * integral


fourth_ratio = fourth_cumulant(5e-4) / fourth_cumulant(1e-3)
assert abs(fourth_ratio - 2) < 0.05

# Frozen charge correlations in the linear estimate.
k_ion = np.sqrt(4 * pi * A * N / kT_freeze)
correlation_factor = 1 - (k_ion / (kappa + k_ion))**2
assert abs(fourier_variance(k_ion=k_ion)
           / (variance * correlation_factor) - 1) < 1e-6
spacing = (3 / (4 * pi * N))**(1 / 3)
coupling = A / (spacing * kT_freeze)

# A Gaussian packet with the thermal kinetic energy.
packet = np.sqrt(hbar2_over_m / (4 * kT))
norm = quad(lambda r: r**2 * np.exp(-r**2 / (2 * packet**2)),
            0, 15 * packet)[0]
gradient = quad(lambda r: r**4 / (4 * packet**4)
                * np.exp(-r**2 / (2 * packet**2)), 0, 15 * packet)[0]
packet_energy = hbar2_over_m / 2 * gradient / norm
assert abs(packet_energy / (1.5 * kT) - 1) < 1e-7
x = kappa * packet
packet_factor = ((1 + 2 * x**2) * np.exp(x**2) * erfc(x)
                 - 2 * x / np.sqrt(pi))
assert abs(fourier_variance(width=packet)
           / (variance * packet_factor) - 1) < 1e-6
combined = np.sqrt(fourier_variance(k_ion=k_ion, width=packet))

# Carrier density and response of a parabolic band with two spin states.
band_scale = (2 / hbar2_over_m)**1.5 / (2 * pi**2)


def carriers(eta):
    integral = quad(lambda y: 2 * y**2 / (1 + np.exp(y**2 - eta)),
                    0, 12)[0]
    return band_scale * kT**1.5 * integral


def response(eta):
    integral = quad(lambda y: 1 / (1 + np.exp(y**2 - eta)), 0, 12)[0]
    return band_scale * np.sqrt(kT) * integral


for eta in (-2.0, 0.0, 2.0):
    difference = (carriers(eta + 1e-3) - carriers(eta - 1e-3)) / (2e-3 * kT)
    assert abs(difference / response(eta) - 1) < 1e-5
assert abs(response(-8) * kT / carriers(-8) - 1) < 1e-3
eta_screen = brentq(lambda z: 4 * pi * A * response(z) - kappa**2, -12, 12)
n_screen = carriers(eta_screen)
n_debye = kT / (4 * pi * A * lam**2)
eta_full = brentq(lambda z: carriers(z) - N, -12, 12)
lam_full = 1 / np.sqrt(4 * pi * A * response(eta_full))
sigma_full = A * np.sqrt(2 * pi * N * lam_full)
assert n_screen < N and lam_full < lam
assert sigma / kT > 1


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Centre density", density_cm3, "cm^-3")
show("Centre density, converted", N, "nm^-3")
show("Relative permittivity", eps_r)
show("Screening length", lam, "nm")
show("Coulomb strength A", A, "eV nm", 6)
show("Mean centres in a screening sphere", N * 4 * pi * lam**3 / 3)
show("Mean energy magnitude, one sign", 4000 * pi * N * A * lam**2, "meV")
show("Variance from formula", variance, "eV^2", 5)
show("Variance from direct quadrature", direct, "eV^2", 5)
show("RMS fluctuation", 1000 * sigma, "meV")
show("Omitted core radius", core, "nm")
show("Variance fraction inside core", 1 - core_variance / variance)
show("RMS without core centres", 1000 * np.sqrt(core_variance), "meV")
show("Simulated RMS without core, one sign", 1000 * mc_same, "meV", 3)
show("Simulated RMS without core, mixed signs", 1000 * mc_mixed, "meV", 3)
show("Number of simulated populations", len(mixed), digits=6)
show("Point centres: simulated fraction within sigma", within_one, digits=3)
show("Gaussian fraction within sigma", normal_one, digits=3)
show("Point centres: simulated fraction beyond 3 sigma", beyond_three, digits=2)
show("Gaussian fraction beyond 3 sigma", normal_three, digits=2)
show("Fourth-cumulant ratio when tiny cutoff is halved", fourth_ratio)
show("Charge freeze-in temperature", freeze_temperature, "K")
show("Frozen-charge inverse screening length", k_ion, "nm^-1")
show("Frozen-charge coupling A/(spacing kT)", coupling, digits=3)
show("Correlation variance factor", correlation_factor)
show("RMS with correlation", 1000 * sigma * np.sqrt(correlation_factor), "meV")
show("Temperature of use", temperature, "K")
show("Thermal energy", 1000 * kT, "meV")
show("Electron mass / free-electron mass", mass_ratio)
show("Packet density width per axis", packet, "nm")
show("Packet kinetic energy", 1000 * packet_energy, "meV")
show("Packet variance factor", packet_factor)
show("RMS averaged over packet", 1000 * sigma * np.sqrt(packet_factor), "meV")
show("RMS with correlation and packet", 1000 * combined, "meV")
show("Carrier density for given screening, nondegenerate", n_debye * 1e21, "cm^-3")
show("Carrier density for given screening, Fermi", n_screen * 1e21, "cm^-3")
show("Uncompensated screening length", lam_full, "nm")
show("Uncompensated RMS fluctuation", 1000 * sigma_full, "meV")
show("RMS / thermal energy", sigma / kT)
show("Boltzmann factor for one RMS energy", np.exp(sigma / kT), digits=3)
print("success")
```

Printed output:

```
Centre density: 1e+19 cm^-3
Centre density, converted: 0.01 nm^-3
Relative permittivity: 10
Screening length: 3 nm
Coulomb strength A: 0.143996 eV nm
Mean centres in a screening sphere: 1.131
Mean energy magnitude, one sign: 162.9 meV
Variance from formula: 0.0039085 eV^2
Variance from direct quadrature: 0.0039085 eV^2
RMS fluctuation: 62.52 meV
Omitted core radius: 0.3 nm
Variance fraction inside core: 0.1813
RMS without core centres: 56.57 meV
Simulated RMS without core, one sign: 56.9 meV
Simulated RMS without core, mixed signs: 56.8 meV
Number of simulated populations: 40000
Point centres: simulated fraction within sigma: 0.815
Gaussian fraction within sigma: 0.683
Point centres: simulated fraction beyond 3 sigma: 0.013
Gaussian fraction beyond 3 sigma: 0.0027
Fourth-cumulant ratio when tiny cutoff is halved: 2.009
Charge freeze-in temperature: 600 K
Frozen-charge inverse screening length: 0.5916 nm^-1
Frozen-charge coupling A/(spacing kT): 0.967
Correlation variance factor: 0.5909
RMS with correlation: 48.06 meV
Temperature of use: 300 K
Thermal energy: 25.85 meV
Electron mass / free-electron mass: 0.35
Packet density width per axis: 1.451 nm
Packet kinetic energy: 38.78 meV
Packet variance factor: 0.3704
RMS averaged over packet: 38.05 meV
RMS with correlation and packet: 21.01 meV
Carrier density for given screening, nondegenerate: 1.587e+18 cm^-3
Carrier density for given screening, Fermi: 1.778e+18 cm^-3
Uncompensated screening length: 1.534 nm
Uncompensated RMS fluctuation: 44.7 meV
RMS / thermal energy: 2.418
Boltzmann factor for one RMS energy: 11.2
success
```
